# Resistive loss when a nonlinear output capacitance is charged

A power transistor that is held off still takes up charge when the voltage across it rises. Its output charge $q(v)$ is not proportional to the voltage $v$, because the depleted region widens as $v$ grows. This problem concerns the heat produced when such a device is charged from a supply through a resistance.

The device obeys the following assumptions. Its charge is a single-valued function $q(v)$ with $q(0)=0$, and its differential capacitance

$$C(v)=\frac{dq}{dv}$$

is continuous and positive. There is no leakage and no loss inside the device. At $t=0$ the device is uncharged and is connected, through a resistance $R$, to an ideal source of constant voltage $V>0$. Any internal resistance of the source is counted in $R$. The current $i$ is positive when it charges the device.

Volts, amperes and ohms are the natural units here. With capacitance in nF, time comes in ns, charge in nC and energy in nJ.

## (a) Does the charging run to completion?

**Question.** Write the equation of motion for $v(t)$. Show that $v$ rises steadily towards $V$, and bound the voltage still missing at time $t$.

**Solution.** The source voltage is shared between resistor and device:

$$V=Ri+v .$$

The current is the rate of change of the charge, and by the chain rule

$$i=\frac{dq}{dt}=\frac{dq}{dv}\frac{dv}{dt}=C(v)\frac{dv}{dt}.$$

The differential capacitance stands outside the time derivative. The expression $d(Cv)/dt$ would contain the extra term $v\,dC/dt$ and would not be the current.

Let $u=V-v$ be the missing voltage. Since $V$ is constant, $du/dt=-dv/dt=-i/C$, and $i=u/R$. Hence

$$\frac{du}{dt}=-\frac{u}{RC(v)} .$$

Dividing by $u$ and integrating from $u(0)=V$ gives

$$u(t)=V\exp\left[-\int_0^t\frac{dt'}{R\,C(v(t'))}\right].$$

The exponential is positive, so $v<V$ at every finite time. The current $u/R$ is then positive as well, so $v$ increases and stays between $0$ and $V$. On that closed interval the continuous function $C$ has a largest value $C_{\max}$. Replacing $C$ by $C_{\max}$ makes the integral smaller and the exponential larger, so

$$0<V-v(t)\le V e^{-t/(RC_{\max})}.$$

The voltage therefore tends to $V$ as $t\to\infty$. "Complete charging" means this limit, which is approached closely after a modest number of time constants.

## (b) How much heat is produced?

**Question.** Find the heat $W(t)$ released in the resistor up to time $t$, and its value $W$ for complete charging. Express the results through the charge and the stored energy of the device.

**Solution.** The resistor dissipates the power $Ri^2$. One factor $Ri$ can be replaced by $V-v$:

$$W(t)=\int_0^t Ri^2\,dt'=\int_0^t (V-v)\,i\,dt'.$$

Since $i\,dt'=C(v)\,dv$, the time integral becomes a voltage integral:

$$W(t)=\int_0^{v(t)}(V-v')\,C(v')\,dv'.$$

The resistance has disappeared from the integrand. It now acts only through the voltage reached at time $t$.

The energy delivered to the device while its voltage rises from $0$ to $v$ is

$$E_s(v)=\int v\,i\,dt=\int_0^{v}v'C(v')\,dv'.$$

This deserves the name stored energy because $q(v)$ is single-valued: if the voltage returns to zero, the same integral is traversed backwards and the energy is given back. Splitting the integrand of $W(t)$ into two terms gives

$$W(t)=V\,q(v(t))-E_s(v(t)).$$

For complete charging $v(t)\to V$. With $Q=q(V)$ and $E_s=E_s(V)$,

$$\boxed{W=QV-E_s}$$

The first term is the energy supplied by the source, because it moves the charge $Q$ at the constant voltage $V$. The second is what the device keeps. A smaller $R$ gives a larger current for a shorter time, and the heat is unchanged.

If the charge showed hysteresis, the resistor heat would still be $QV-\int v\,dq$ along the path followed. The integral would then be the energy absorbed by the device, part of which is lost inside it, and could not be called stored energy.

The same calculation with an initial voltage $v_0$ changes only the lower limit:

$$W=\int_{v_0}^{V}(V-v)\,C(v)\,dv .$$

It holds for discharge too. If the source voltage is zero and the device starts at $v_0$, the heat is $\int_{v_0}^{0}(-v)C\,dv=E_s(v_0)$, so all the stored energy is lost.

## (c) What area represents the heat?

**Question.** Interpret $W$ in the diagram of $q$ against $v$, and check the case of constant capacitance.

**Solution.** The product rule gives $d(vq)/dv=q+vC$. Integrating from $0$ to $V$,

$$QV=\int_0^V q(v)\,dv+\int_0^V vC(v)\,dv .$$

The last integral is $E_s$, and therefore

$$W=\int_0^V q(v)\,dv .$$

With $v$ drawn horizontally and $q$ vertically, the rectangle of sides $V$ and $Q$ is the source energy. The area under the curve is the heat, also called the co-energy, and the area between the curve and the charge axis is the stored energy.

For constant $C$ the curve is a straight line, the diagonal of the rectangle. Then $Q=CV$ and

$$W=E_s=\tfrac12CV^2=\tfrac12QV .$$

The straight line thus divides the source energy equally between heat and storage. A curved line can do the same, but only if the area under it happens to be half the rectangle.

## (d) Which is larger, the heat or the stored energy?

**Question.** Compare $W$ with $E_s$ when $C$ never increases with voltage, and when it increases strictly.

**Solution.** Subtracting the two integrals gives

$$W-E_s=\int_0^V(V-2v)\,C(v)\,dv .$$

The factor $V-2v$ changes sign at $V/2$. In the upper half of the range put $v=V-w$. Then $V-2v=-(V-2w)$, and the sign of $dv=-dw$ is used up in restoring the order of the limits:

$$\int_{V/2}^{V}(V-2v)C(v)\,dv=-\int_0^{V/2}(V-2w)\,C(V-w)\,dw .$$

Renaming $w$ as $v$ and adding the lower half,

$$W-E_s=\int_0^{V/2}(V-2v)\,[C(v)-C(V-v)]\,dv .$$

Here $V-2v$ is positive inside the interval, and $v$ is smaller than $V-v$. If $C$ never increases with voltage, the bracket is nonnegative and $W\ge E_s$. Since $W+E_s=QV$ and $E_s>0$, this means

$$\tfrac12QV\le W<QV .$$

If $C$ increases strictly, the bracket is negative and $W<E_s$. An example is $C=C_a(1+v/V)$, for which

$$W=C_a\int_0^V\left(V-\frac{v^2}{V}\right)dv=\tfrac23C_aV^2,$$

$$E_s=C_a\int_0^V\left(v+\frac{v^2}{V}\right)dv=\tfrac56C_aV^2 .$$

With $C_a=0.1$ nF and $V=400$ V these are $10.67\ \mu$J and $13.33\ \mu$J. Integration of the circuit equation in time gives the same heat.

The physical reason for the order is the voltage at which charge arrives. A device with falling capacitance takes most of its charge early, while the resistor still carries most of the source voltage.

## (e) What does a junction capacitance give?

**Question.** A depletion layer whose width grows as $\sqrt{\varphi+v}$ has a capacitance inversely proportional to that width:

$$C(v)=\frac{C_0}{\sqrt{1+v/\varphi}} .$$

Find $Q$, $E_s$ and $W$ for this model, and examine low and high voltage.

**Solution.** Use $x=\sqrt{1+v/\varphi}$ as variable. Then $v=\varphi(x^2-1)$, $dv=2\varphi x\,dx$ and $C=C_0/x$. The limits are $x=1$ and $x=s$, with $s=\sqrt{1+V/\varphi}$. The charge is

$$Q=\int_1^s\frac{C_0}{x}\,2\varphi x\,dx=2C_0\varphi(s-1).$$

The stored energy has the additional factor $v$:

$$E_s=2C_0\varphi^2\int_1^s(x^2-1)\,dx=2C_0\varphi^2\left[\frac{s^3-1}{3}-(s-1)\right].$$

Over the common denominator the bracket is $(s^3-3s+2)/3$. Since $(s-1)^2(s+2)=(s^2-2s+1)(s+2)=s^3-3s+2$,

$$E_s=\tfrac23C_0\varphi^2(s-1)^2(s+2).$$

For the source energy, $V=\varphi(s^2-1)=\varphi(s-1)(s+1)$ gives

$$QV=2C_0\varphi^2(s-1)^2(s+1).$$

The difference is

$$W=\tfrac23C_0\varphi^2(s-1)^2\,[3(s+1)-(s+2)]=\tfrac23C_0\varphi^2(s-1)^2(2s+1).$$

The ratio of heat to stored energy depends on $s$ alone:

$$\frac{W}{E_s}=\frac{2s+1}{s+2}=2-\frac{3}{s+2}.$$

It increases with $s$, and hence with $V$.

For $V\ll\varphi$, $s-1\simeq V/(2\varphi)$. The heat becomes $\tfrac23C_0\varphi^2\,(V^2/4\varphi^2)\,3=\tfrac12C_0V^2$, as for a constant capacitance. The ratio is $1+(s-1)/(s+2)\simeq1+V/(6\varphi)$.

For $V\gg\varphi$, $s\simeq\sqrt{V/\varphi}$, and to leading order

$$W\simeq\tfrac43C_0\sqrt{\varphi}\,V^{3/2},\qquad E_s\simeq\tfrac23C_0\sqrt{\varphi}\,V^{3/2}.$$

The heat then approaches two thirds of the source energy, and the ratio approaches 2. This limit belongs to the inverse-square-root model. Another capacitance law can have a different limit or none. If $C$ falls as $1/v$ at high voltage, for example, $E_s$ grows as $V$ but $QV$ grows as $V\ln V$, so the ratio increases without bound.

## (f) How large are the energies in an example?

**Question.** Take the round model parameters $C_0=1$ nF, $\varphi=2$ V, $V=400$ V and $R=10\ \Omega$. Evaluate the energies, compare them with estimates from equivalent capacitances, and examine a charge interrupted after 2 ns.

**Solution.** Here $s=\sqrt{1+200}=14.177$. The charge is

$$Q=2(1\ \mathrm{nF})(2\ \mathrm V)(13.177)=52.71\ \mathrm{nC},$$

and the source supplies $QV=21.08\ \mu$J. The stored energy is

$$E_s=\tfrac23(1)(2^2)(13.177)^2(16.177)\ \mathrm{nJ}=7.49\ \mu\mathrm J .$$

The heat is therefore

$$W=21.08-7.49=13.59\ \mu\mathrm J .$$

This is 64% of the source energy and 1.81 times the stored energy. At 2 V the ratio is 1.12, and at 100 V it is 1.67, so the approach to 2 is slow.

Two equivalent capacitances can be assigned to the device. The charge-equivalent value is $C_Q=Q/V=131.8$ pF, and the energy-equivalent value is $C_E=2E_s/V^2=93.6$ pF. In these terms

$$W=V^2\left(C_Q-\tfrac12C_E\right),$$

so both are needed. The expression $\tfrac12C_EV^2$ is the stored energy and lies 45% below the heat. The expression $\tfrac12C_QV^2=10.54\ \mu$J lies 22% below it.

Direct integration of the circuit equation with $R=1$, 10 and $100\ \Omega$ gives $13.59\ \mu$J each time, in agreement with the voltage integrals. The numerical output lists these values with more digits.

After 2 ns with $R=10\ \Omega$ the device has reached 325.8 V. The heat so far is $13.39\ \mu$J, which equals $Vq(v)-E_s(v)$ at that voltage. Thus 81% of the final voltage corresponds to 98% of the final heat. The remaining charge crosses only a small voltage drop, and the capacitance is already low.

The bound of part (a), with $RC_{\max}=10$ ns, allows a missing voltage of up to $400\,e^{-0.2}\simeq327$ V at this time. The actual value is 74 V. The bound is loose because the capacitance falls to 70.5 pF at 400 V, where $RC$ is only 0.7 ns.

## (g) What if the resistor or the source is changed?

**Question.** Find the heat when (i) the resistor is replaced by a nonlinear conductor, (ii) an inductance $L$ is added in series, and (iii) the source is raised slowly from zero.

**Solution.** (i) Let the conductor carry a current $i=g(V-v)$ that has the sign of the voltage drop and vanishes only with it. Its power is $(V-v)i$, the same expression that led to the voltage integral in part (b). If charging runs to completion, $W=QV-E_s$ again. A conductor with $i=I_m\tanh[(V-v)/(RI_m)]$ and $I_m=5$ A, which limits the current as a transistor channel does, gives $13.59\ \mu$J in the time integration.

(ii) With an ideal inductance the circuit law is $V=L\,di/dt+Ri+v$. Multiplying by $i$ and integrating from rest gives

$$V\,q(v)=\tfrac12Li^2+W(t)+E_s(v).$$

Once the oscillation has died out, $i=0$ and $v=V$, and the same heat follows. The voltage may overshoot on the way, so $q(v)$ must remain single-valued over the whole range visited.

That range can be wide. Since $\tfrac12Li^2+W(t)\ge0$, the voltage must satisfy $E_s(v)\le Vq(v)$. For constant $C$ this reads $\tfrac12Cv^2\le CVv$, or $v\le2V$. For the junction model the formulas of part (e), with $s_v=\sqrt{1+v/\varphi}$, give

$$\frac{E_s(v)}{q(v)}=\frac{\varphi}{3}(s_v-1)(s_v+2)=\frac v3\,\frac{s_v+2}{s_v+1}>\frac v3 ,$$

so the bound is $v<3V$. With $L=100$ nH and $R=10\ \Omega$ the computed peak is about 854 V, above the 800 V that limits a constant capacitance. The heat is still $13.59\ \mu$J in this model. A real device that breaks down below the peak voltage would violate the assumptions.

(iii) Let the source rise linearly to $V$ in a time $T$, slowly enough for the device voltage to follow it. To leading order $dv/dt\simeq V/T$ and $i\simeq C(v)V/T$. Then

$$W\simeq\int_0^T R\,C^2\frac{V^2}{T^2}\,dt=\frac{RV}{T}\int_0^V C^2\,dv=\frac{RV}{T}\,C_0^2\,\varphi\ln\left(1+\frac V\varphi\right),$$

where the last form is for the junction model. This heat depends on $R$ and falls as $1/T$. For $T=1000$ ns the estimate is $10\times0.4\times2\times\ln201\simeq42$ nJ. The time integration gives 41 nJ, or 0.3% of the heat for a constant source. Close agreement is not guaranteed, because the estimated initial drop $RC_0V/T=4$ V is not small beside $\varphi$.

The final charge and stored energy are the same as before. The source has supplied less energy because most of the charge was delivered below the final voltage. The result of part (b) was derived for a constant $V$. When the source voltage varies during charging, the heat depends in general on how it varies.

## (h) What is lost in a half-bridge?

**Question.** Two identical devices are in series across a constant supply $V$. Both are off, with the lower one at voltage $V$ and the upper one at zero. The lower channel now turns on. Without load current, how much heat is produced in that channel?

**Solution.** Let $v_L$ and $v_H=V-v_L$ be the lower and upper voltages, with charges $q_L$ and $q_H$. The current $dq_H/dt$ arrives at the midpoint through the upper device. It divides between the lower capacitance and the lower channel:

$$\frac{dq_H}{dt}=\frac{dq_L}{dt}+i_{\mathrm{ch}},\qquad i_{\mathrm{ch}}=\frac{dq_H}{dt}-\frac{dq_L}{dt}.$$

The channel has the voltage $v_L$ across it, so its heat is

$$W_{\mathrm{ch}}=\int v_L\,i_{\mathrm{ch}}\,dt=\int_0^Q(V-v_H)\,dq_H-\int_Q^0v_L\,dq_L .$$

The first integral is the charging loss $QV-E_s$ of the upper device. The second term, including its minus sign, is the energy $E_s$ released by the lower device. Their sum is

$$W_{\mathrm{ch}}=(QV-E_s)+E_s=QV .$$

An overall balance confirms this. The supply delivers $QV$ through the upper device, while the total stored energy is $E_s$ both before and after.

For the example, $13.59+7.49=21.08\ \mu$J is lost at each such turn-on. If the lower channel turns on in this way once per cycle at 100 kHz, the power dissipated in it is

$$(21.08\ \mu\mathrm J)(100\ \mathrm{kHz})=2.11\ \mathrm W .$$

Counting only the energy stored in the device that turns on would give 36% of this value. This fraction belongs to the inverse-square-root model at 400 V. For a device whose capacitance collapses steeply at a few tens of volts, $E_s/QV$ is much smaller.

Without load current, the midpoint returns to $V$ only when the upper channel turns on, after the lower one has turned off. By symmetry this produces the heat $QV$ again, now in the upper channel. The two channels together then dissipate 4.22 W.

The result covers the capacitive part of the loss, and it assumes that the supply loop has no resistance or inductance, so that $v_H=V-v_L$ at every instant. With loop impedance the overall balance still gives a total heat $QV$ once the ringing has died out. That heat is then shared between the channel and the loop resistance, the loop's share grows as the channel resistance falls, and the upper device can overshoot $V$ as in part (g). A load current directed into the midpoint adds heat, because it passes through the channel while the channel still carries voltage. Charge left in a bipolar diode by earlier forward conduction can also add heat: that charge depends on the preceding current, is not a function of $v$ alone, and lies outside the assumption of a single-valued $q(v)$. If an inductive load current moves the midpoint before the channel turns on, the starting voltages are different and the heat $QV$ no longer applies.

## Values computed for the example and the checks

```
Zero-bias capacitance C0 = 1.000 nF
Junction parameter phi = 2.0 V
Source voltage V = 400.0 V
Series resistance R = 10.0 ohm
s = sqrt(1 + V/phi) = 14.17745
Capacitance at V = 70.53 pF
Charge Q = 52.7098 nC
Source energy QV = 21083.92 nJ
Stored energy E_s = 7491.03 nJ
Predicted loss QV - E_s = 13592.89 nJ
Area under q(v) = 13592.89 nJ
Loss / stored energy = 1.8146
Loss / source energy = 0.6447
Charge-equivalent capacitance Q/V = 131.77 pF
Energy-equivalent capacitance 2E_s/V^2 = 93.64 pF
Simulated heat, R = 1 ohm: 13592.89 nJ
Simulated heat, R = 10 ohm: 13592.89 nJ
Simulated heat, R = 100 ohm: 13592.89 nJ
Interrupted at t = 2.0 ns: v = 325.82 V
Interrupted: simulated heat = 13385.45 nJ
Interrupted: V q(v) - E_s(v) = 13385.45 nJ
Current limit = 5.0 A: heat = 13592.89 nJ
Series inductance = 100.0 nH: heat = 13592.89 nJ
Peak voltage with inductance = 853.5 V
Source ramp of 1000 ns: heat = 40.93 nJ
Rising capacitance: C = 0.1 nF * (1 + v/V), C(0) = 0.10 nF, C(V) = 0.20 nF
Rising capacitance: heat = 10666.67 nJ
Rising capacitance: stored energy = 13333.33 nJ
Own-channel discharge heat = 7491.03 nJ
Half-bridge channel heat = 21083.92 nJ
Half-bridge loss at 100 kHz = 2.1084 W
Table: V (V), Q (nC), E_s (nJ), loss (nJ), loss/E_s
0.02  0.01995  0.00019934  0.00019967  1.0017
2.00  1.6569  1.5621  1.7516  1.1213
20.00  9.2665  76.088  109.24  1.4357
100.00  24.566  919.44  1537.1  1.6718
400.00  52.71  7491  13593  1.8146
20000.00  396.02  2.6663e+06  5.2541e+06  1.9706
```
